# A Light Impurity Need Not Bind a Phonon Above the Band

**The argument under comment.** A manuscript on phonon scattering by dopants reasons as follows. "A substitutional atom lighter than its host vibrates faster than its neighbours. Lowering a mass cannot lower any normal frequency, so the top frequency is pushed out of the band, and every light impurity carries a localised mode. The linear chain confirms this for any mass reduction. So does a periodic three-dimensional cell with a 15% lighter atom, whose highest level lies above the band."

The statement about lowering a mass is correct, and so are the chain result and the observation on the cell. The conclusion for three dimensions does not follow. The question is whether the upward shift survives in an infinite crystal.

**The condition for a localised mode**

Take a harmonic crystal of equivalent atoms of mass $M$, with force-constant matrix $\Phi$ and band top $\omega_m$. One atom, at site 0, has mass $M'=M(1-\varepsilon)$ with $0<\varepsilon<1$. Its force constants are unchanged and its site has cubic symmetry. With $D=\Phi/M$, the equation of motion at site 0 is $(1-\varepsilon)\omega^2u_0=(Du)_0$; elsewhere the factor $1-\varepsilon$ is absent. Moving the mass change to the right gives

$$[(\omega^2-D)u]_l=\varepsilon\omega^2u_0\,\delta_{l0}.$$

Above the band $\omega^2-D$ is invertible, so $u_0=0$ would force $u=0$. Expand the inverse in host modes and evaluate at site 0. Cubic symmetry makes the result the same for each polarisation, and equivalence of the atoms makes it a plain average over host modes. Dividing by $u_0$,

$$1=\varepsilon F(\omega^2),\qquad F(\omega^2)=\left\langle\frac{\omega^2}{\omega^2-\omega_k^2}\right\rangle .$$

Each term equals $1+\omega_k^2/(\omega^2-\omega_k^2)$, which falls as $\omega^2$ rises. Thus $F$ decreases from its value at the band top to 1 at infinite frequency. A root exists above the band if and only if $1/\varepsilon<F(\omega_m^2)$, that is,

$$\varepsilon>\varepsilon_c,\qquad \frac1{\varepsilon_c}=\left\langle\frac{\omega_m^2}{\omega_m^2-\omega_k^2}\right\rangle .$$

The manuscript's intuition does give a sufficient condition. Put $x=\omega_k^2/\omega_m^2$. Since $1/(1-x)$ is convex, $1/\varepsilon_c\ge1/(1-\langle x\rangle)$, so $\varepsilon_c\le1-\langle x\rangle$. Now $\langle\omega_k^2\rangle$ is the squared frequency of a host atom with its neighbours held still; for the light atom it becomes $\langle\omega_k^2\rangle/(1-\varepsilon)$. If this exceeds $\omega_m^2$, then $\varepsilon>1-\langle x\rangle$ and a localised mode is certain. Merely being faster than a host atom is enough only if $\varepsilon_c=0$.

**Why the chain misleads**

Near an isolated quadratic maximum, $\omega_m^2-\omega_k^2\propto q^2$, where $q$ is the distance from the maximum in wavevector space. The average then contains $\int q^{d-1}dq/q^2$ in $d$ dimensions. It diverges at small $q$ for $d=1$ and 2, making $\varepsilon_c=0$, and converges for $d=3$, making $\varepsilon_c>0$.

To obtain numbers, take one scalar displacement per atom on a chain, square or simple cubic lattice, with nearest-neighbour springs $K$ and units $K/M=1$. Then $\omega_k^2=2\sum_i(1-\cos k_i)$ and $\omega_m^2=4d$. Write $\omega^2=4d+\delta$, so that

$$g(\delta)=\left\langle\frac1{\omega^2-\omega_k^2}\right\rangle=\left\langle\frac1{\delta+2\sum_i(1+\cos k_i)}\right\rangle .$$

In one dimension, $\langle(A+2\cos k)^{-1}\rangle=(A^2-4)^{-1/2}$ with $A=\delta+2$. Since $A^2-4=\delta(\delta+4)=\omega^2(\omega^2-4)$, the mode condition becomes $\omega^2-4=\varepsilon^2\omega^2$, or

$$\delta=\frac{4\varepsilon^2}{1-\varepsilon^2}.$$

This is the manuscript's chain result, positive for every $\varepsilon$.

In two dimensions, do one angular average with the same formula, set $k_x=\pi+p$, and use $s=\sin(p/2)$ as variable:

$$g=\frac1\pi\int_0^\pi\frac{dp}{\sqrt{(\delta+4s^2)(\delta+4+4s^2)}}\simeq\frac1\pi\int_0^1\frac{ds}{\sqrt{\delta+4s^2}\sqrt{1-s^4}} .$$

The last form neglects $\delta$ beside 4 and uses $dp=2ds/\sqrt{1-s^2}$. Split $1/\sqrt{1-s^4}$ into 1 and a remainder. The first part of the integral is $\tfrac12\operatorname{arsinh}(2/\sqrt\delta)\simeq\tfrac14\ln(16/\delta)$. In the remainder set $\delta=0$ and $s^2=\sin\varphi$; it becomes $\tfrac14\int_0^{\pi/2}\tan(\varphi/2)\,d\varphi=\tfrac14\ln2$. Hence $g\simeq(1/4\pi)\ln(32/\delta)$. With $\omega^2\simeq8$, the condition $1=8\varepsilon g$ gives

$$\delta\simeq32\,e^{-\pi/(2\varepsilon)}\qquad(\varepsilon\ll1).$$

A mode exists for every $\varepsilon$, but its separation from the band is exponentially small. At $\varepsilon=0.15$ the full condition and this law both give $\delta=9.06\times10^{-4}$.

**The threshold in three dimensions**

Write $1/A=\int_0^\infty e^{-At}dt$ and average each direction separately, with $I_0$ the modified Bessel function:

$$g(\delta)=\int_0^\infty e^{-\delta t}\left[e^{-2t}I_0(2t)\right]^3dt .$$

At large $t$ the bracket tends to $(4\pi t)^{-1/2}$, so the integral converges at $\delta=0$. Numerically $1/\varepsilon_c=12g(0)=3.0328$, hence $\varepsilon_c=0.3297$. In this lattice the impurity must be lighter than $0.670M$. The frozen-neighbour argument, with $\langle x\rangle=1/2$, guarantees a mode only for $\varepsilon>0.5$.

Just above threshold, the loss $g(0)-g(\delta)$ comes mainly from times $t\sim1/\delta$, where the tail applies:

$$g(0)-g(\delta)\simeq\frac1{(4\pi)^{3/2}}\int_0^\infty\frac{1-e^{-\delta t}}{t^{3/2}}dt=\frac{2\sqrt{\pi\delta}}{8\pi^{3/2}}=\frac{\sqrt\delta}{4\pi}.$$

The integral follows by parts. To leading order $1/\varepsilon=12g(\delta)=1/\varepsilon_c-3\sqrt\delta/\pi$, so

$$\delta\simeq\left(\frac\pi3\right)^2\left(\frac1{\varepsilon_c}-\frac1\varepsilon\right)^2 .$$

The mode also becomes extended as the threshold is approached. From $u=\varepsilon\omega^2(\omega^2-D)^{-1}u_0$, the sum of $u_l^2$ is $\varepsilon^2\omega^4\langle(\omega^2-\omega_k^2)^{-2}\rangle u_0^2$. Weighting by the actual masses removes $\varepsilon u_0^2$ from this sum. The fraction of kinetic energy on the defect is therefore

$$w=\frac{1-\varepsilon}{\varepsilon^2\omega^4\langle(\omega^2-\omega_k^2)^{-2}\rangle-\varepsilon}.$$

The average in the denominator is $-dg/d\delta\simeq1/(8\pi\sqrt\delta)$, so $w$ vanishes at threshold. It is 0.7% at $\varepsilon=1.002\,\varepsilon_c$ and 73% at $\varepsilon=0.5$.

**What the periodic cell shows**

In a periodic cell of $N$ atoms the average is a sum with weight $1/N$. If the cell has an even number of atoms along each edge, one term lies at the band top and contributes $1/(N\delta)$. For $\varepsilon<\varepsilon_c$ and large $N$, replace the remaining sum by $g(0)$:

$$1\simeq\frac{12\varepsilon}{N\delta}+\frac{\varepsilon}{\varepsilon_c}
\quad\Longrightarrow\quad
\delta\simeq\frac{12\varepsilon}{N(1-\varepsilon/\varepsilon_c)} .$$

In such a cell the level does lie above the band, but its shift disappears as the cell grows. With an odd number of atoms along each edge, no host mode of the cell reaches the band top, and the level of a weak impurity can lie below it. For $\varepsilon=0.15$, diagonalisation gives $\delta=3.07\times10^{-3}$ for $N=10^3$ and $3.98\times10^{-4}$ for $N=20^3$. The formula gives $3.30\times10^{-3}$ and $4.13\times10^{-4}$, approaching the computed values as $N$ increases. The defect's share of the energy falls from 0.25% to 0.033%. For $\varepsilon=0.5$, by contrast, both cells give $\delta=1.859$ and a share of 73%. A level above the band in a single cell therefore does not establish localisation. Comparing sizes helps if the cells are large beside the extent of the mode, which grows without limit near threshold.

**A three-dimensional exception**

Dimension alone does not guarantee a threshold, as the diamond lattice shows. Give each nearest-neighbour bond a force matrix $\Phi_j$ with diagonal elements $a$ and off-diagonal elements $\pm b$, signed according to the bond direction, with $0<b\le a$. Let $S(k)=\sum_j\Phi_je^{i\theta_j}$, where $\theta_j$ are the Bloch phases. The two sublattices obey

$$(M\omega^2-4a)u_A=-Su_B,\qquad(M\omega^2-4a)u_B=-S^\dagger u_A,$$

so $M\omega^2=4a\pm s$, with $s$ a singular value of $S$. At $k=0$ the off-diagonal elements cancel, $S=4a\mathbf 1$, and the top is $M\omega_m^2=8a$.

Each $\Phi_j$ has eigenvalues $a+2b$, $a-b$, $a-b$. If $b<a$ all are positive, and $s=4a$ requires all four bond phases to agree, hence $k=0$. The top is isolated. It mirrors the acoustic branches through $M\omega^2\to8a-M\omega^2$, so it is quadratic and $\varepsilon_c>0$.

If $b=a$, each bond resists only stretching. A primitive cell has six displacements and four bonds, so at every $k$ at least two modes cost no energy. Their mirror images form two flat branches at the top, one third of all modes. Then $F\simeq\tfrac13\omega_m^2/(\omega^2-\omega_m^2)$ close to the top, and for small $\varepsilon$

$$\frac{\omega^2-\omega_m^2}{\omega_m^2}\simeq\frac\varepsilon3 .$$

Here every lighter atom binds a mode in three dimensions. A general statement therefore needs a condition on the band top as well as the dimension; in three dimensions an isolated quadratic maximum is sufficient for a threshold.

**Aluminium, carbon and boron in a silicon-like crystal**

Take rough silicon values: band top 15.5 THz, host mass 28.085 u and $b/a=0.7$. The top fixes $a=M\omega_m^2/8=55.3$ N/m. The zone average gives $\varepsilon_c=0.153$, so the threshold mass is $28.085(1-0.153)=23.8$ u. This is less than half the simple cubic $\varepsilon_c$; the threshold is a property of the host's spectrum.

For aluminium-27, $\varepsilon=1-26.982/28.085=0.039$, about a quarter of the threshold. It is lighter than silicon, yet its mass alone binds no mode in this model. Carbon-12, with $\varepsilon=0.573$, has one at 18.8 THz. Boron-11, with $\varepsilon=0.608$, has one at 19.5 THz (650 cm$^{-1}$), with 77% of the kinetic energy on the boron atom. Each mode is triply degenerate, one for each polarisation.

The band shape is the first uncertainty. At the zone-edge point X the bond phases are opposite in pairs, and the singular values are $4b,4b,0$. The transverse branches therefore have $M\omega^2=4(a\mp b)$, or 6.0 and 14.3 THz here. Real silicon has roughly 4.5 and 14 THz, which no single $b/a$ reproduces at this band top. Matching the upper value approximately, with $b/a=0.60$, gives $\varepsilon_c=0.19$; matching the lower, with $b/a=0.83$, gives 0.098. Aluminium's mass reduction stays below both, though this range does not bound the threshold of real silicon, whose forces reach beyond nearest neighbours.

Changed bonds matter more. At $b/a=0.7$, stiffening the four bonds around aluminium by 7.4% would bind a mode; with no mass change at all, 9.8% would suffice. The mass criterion therefore cannot settle the case of real aluminium without its force constants. For boron, a 20% change in these bonds moves the mode to 17.5 or 21.3 THz. The measured boron-11 mode lies at roughly 620 cm$^{-1}$, below the model value. Softer bonds would shift it in that direction, but attributing the difference to them is a conjecture.

Two other effects are smaller within the model. A uniform 2% thermal reduction of all force constants, an assumed rough size, lowers the boron mode by 0.2 THz and leaves $\varepsilon_c$ unchanged, because $\varepsilon_c$ depends only on frequency ratios. A regular boron array at $1.2\times10^{20}$ cm$^{-3}$ shifts the mode by less than 1 MHz through the springs alone; close pairs in a random alloy, and the holes that boron supplies to real silicon at such doping, are not covered. Anharmonic broadening is omitted. The numerical output below gives the values in full.

**Requested correction.** The manuscript should replace "every light impurity" by the condition $\varepsilon>\varepsilon_c$, evaluated for its own host and limited to impurities that leave the force constants unchanged. The plain average in $\varepsilon_c$ also requires equivalent host atoms on sites of cubic symmetry. If a cubic host has inequivalent atoms, as in a compound, each host mode must be weighted by its share of kinetic energy on the substituted sublattice, and the threshold can differ from one sublattice to another. The threshold concerns modes above the band top only; a localised mode inside a gap of the host spectrum is a separate case. Where the bonds change, they must enter the mode condition itself: softer bonds can remove a mode that the mass alone would bind, and stiffer bonds can create one. The scattering calculation should not drop the impurities that bind no mode: the source term $\varepsilon\omega^2u_0$ acts on phonons inside the band whether or not a localised mode exists.

## Computed results

```
SCALAR LATTICES (w^2 in units of K/M)
simple cubic threshold eps_c = 0.329731; zone sum 0.329723
F at band top = 3.03277; threshold mass ratio M'/M = 0.67027
dim  eps   delta(box)  delta(theory)  defect weight(box)  (theory)
1    0.20  0.166667    0.166667       0.33333             0.33333
2    0.40  0.687856    0.687856       0.51038             0.51038
3    0.50  1.858932    1.858932       0.73063             0.73063
2D, eps=0.15: delta = 9.0631e-04, exponential law 9.0621e-04
3D, eps=1.002 eps_c: delta = 4.024e-05, quadratic law 4.018e-05
   energy fraction on defect there = 0.0068
3D boxes: L, eps=0.15 delta, 1/N law, weight; eps=0.50 delta, weight
10  3.0715e-03  3.3022e-03  2.47e-03;  1.85894  0.7306
20  3.9786e-04  4.1278e-04  3.32e-04;  1.85893  0.7306
SILICON-LIKE DIAMOND CRYSTAL
inputs: top 15.5 THz, b/a 0.7, host mass 28.085 u, lattice 0.543 nm
force constant a = 55.29 N/m
threshold eps_c = 0.1533; threshold mass = 23.78 u
Al-27: mass 26.982 u, eps = 0.0393, no local mode, eps/eps_c = 0.256
C-12: mass 12.000 u, eps = 0.5727, mode 18.85 THz, fraction on atom 0.744
B-11: mass 11.009 u, eps = 0.6080, mode 19.47 THz, fraction on atom 0.769
B-11 mode converted: 650 cm^-1
NEGLECTED EFFECTS
b/a, eps_c, transverse acoustic and optical at zone edge X (THz)
0.60  0.1873  6.93  13.86
0.70  0.1533  6.00  14.29
0.83  0.0983  4.52  14.83
B-11 with bonds -20%: 17.52 THz; +20%: 21.26 THz
bond stiffening that binds a mode at Al-27: 7.4 %
same with no mass change: 9.8 %
B-11 array at 1.16e+20 cm^-3: top mode moves by 0.0000 GHz
uniform 2% softening lowers the B-11 mode by 0.196 THz
FLAT BAND TOP (b/a = 1), eps = 0.002: eps/3 = 6.6667e-04
   box of 128 atoms: (w^2-wm^2)/wm^2 = 6.7406e-04
   box of 250 atoms: (w^2-wm^2)/wm^2 = 6.7157e-04
```
